Collective Decay of Two Atoms and the Dicke Superradiant Burst

## 1. Two atoms and the vacuum field between them

If all pairs are coupled equally, one hundred identical atoms, each with a lifetime of 41.5 ns, give up their energy in a short burst. Averaged over many runs, the emission is 1.9 ns wide. At its peak this mean burst carries 4.75 × 10¹⁰ photons per second, about twenty times what a hundred independent atoms emit at their brightest. Two atoms of the same kind, a twentieth of a wavelength apart and with dipoles perpendicular to the line between them, can also share one excitation so that it survives for 2.1 μs, about fifty times longer than in a single atom. In neither case has the coupling of an atom to the field been changed. What matters is that the vacuum field at one atom is correlated with the vacuum field at the other.

The atoms are fixed in space. Each has a ground state |g⟩ and an excited state |e⟩ separated by the energy ω₀, and all transition dipoles are real and point along z. Rydberg units are used: ħ = 1, e² = 2, c = 2/α, with energies in Ry and lengths in Bohr radii a₀. If z₀ = |⟨g|z|e⟩|, the squared transition dipole is d² = e²z₀² = 2z₀². The lowering operator of atom j is σⱼ = |g⟩⟨e|, and the coupling to the field is

H_int = −d Σⱼ (σⱼ + σⱼ†) E_z(rⱼ).   (1)

The field operator in (1) is built from transverse modes in a volume 𝒱, with real polarization vectors ε:

E(r) = i Σ_{k,ε} (2πω_k/𝒱)^{1/2} ε (a e^{ik·r} − a† e^{−ik·r}).   (2)

The prefactor makes the field energy (1/8π)∫(E² + B²) equal to ω_k/2 per mode in the vacuum: the electric part gives 2πω_k/(8π) = ω_k/4 and the magnetic part the same. In this dipole form of the coupling there is no separate Coulomb interaction between the atoms. It must come out of the exchange of transverse modes, and equation (17) shows that it does. The dipole approximation requires atoms much smaller than the wavelength and than their distance R.

**The field correlation.** In the vacuum, a product of two fields survives when the right one creates a photon and the left one removes it. The factors i and −i from (2) multiply to +1, so

⟨E_a(R,τ)E_b(0,0)⟩ = Σ_{k,ε} (2πω_k/𝒱) ε_a ε_b e^{ik·R − iω_kτ}.   (3)

The Fourier integral over τ with e^{iωτ} gives 2πδ(ω − ω_k). The polarization sum is δ_ab − k̂_a k̂_b, and the mode sum becomes 𝒱∫k²dk dΩ/(2π)³ with k = ω/c. The factors combine as (2πω)(2π)(ω²/c³)/(8π³) = ω³/(2πc³). The spectrum is therefore

S_ab(R,ω) = [ω³/(2πc³)] ∫dΩ (δ_ab − k̂_a k̂_b) e^{ik·R},  ω > 0,   (4)

and it vanishes for ω < 0, because the vacuum can absorb energy but cannot supply it.

For one atom, the golden rule gives the decay rate Γ = d²S_zz(0,ω₀). The angular integral of 1 − k̂_z² is 4π − 4π/3 = 8π/3, so that

Γ = 4ω₀³d²/(3c³) = α³ω₀³z₀²/3.   (5)

The second form follows from d² = 2z₀² and 1/c³ = α³/8. The model atom has ω₀ = 0.1 Ry and z₀ = 3 a₀. With α = 2/274.072, equation (5) gives Γ = (3.886 × 10⁻⁷)(10⁻³)(9)/3 = 1.166 × 10⁻⁹ Ry, or 2.41 × 10⁷ s⁻¹. The wavelength is λ = 2πc/ω₀ = 17 220 a₀ = 911 nm.

For two atoms, define F as the ratio S_zz(R,ω)/S_zz(0,ω), with x = ωR/c and θ the angle between the dipoles and R:

F = (3/8π) ∫dΩ (1 − k̂_z²) e^{ik̂·X},  X = xR̂.   (6)

The integral without k̂_z² is 4πf(x), where f = sin x/x. Each factor k̂_z is produced by −i∂/∂X_z, so k̂_z² corresponds to −∂²/∂X_z². For a function of x alone, ∂²f/∂X_z² = cos²θ f″ + sin²θ f′/x. Hence

F = (3/2)[f + cos²θ f″ + sin²θ f′/x].   (7)

The function f satisfies f″ = −f − 2f′/x, and f′/x = cos x/x² − sin x/x³. Eliminating f″ and writing p = 1 − cos²θ and q = 1 − 3cos²θ gives

F(x) = (3/2)[p sin x/x + q(cos x/x² − sin x/x³)].   (8)

At small x, sin x/x = 1 − x²/6 and cos x/x² − sin x/x³ = −1/3 + x²/30 up to higher powers. The constant in F is (3/2)(p − q/3) = 1. The x² coefficient is (3/2)(−p/6 + q/30) = −(2 − cos²θ)/10, so

F = 1 − x²(2 − cos²θ)/10 + O(x⁴).   (9)

Atoms much closer than a wavelength see nearly the same field. At large x, F falls as 1/x, except for dipoles along R, where p = 0 and it falls as 1/x² because a dipole does not radiate along its own axis. Both Γ and F were tested against an explicit sum over the modes of a periodic box. The sum gives 1.0027 Γ. It replaces the δ function by a narrow Gaussian of relative width s, which raises the average of ω³ by the factor 1 + 3s² and accounts for the small excess.

**From the correlation to the equation of motion.** Let ρ be the atomic density matrix in the interaction picture, where σⱼ acquires the factor e^{−iω₀t}. The mean vacuum field is zero, so the first contribution is of second order in (1):

dρ/dt = −∫₀^∞ dτ Tr_F [H_int(t), [H_int(t−τ), ρ(t) ⊗ vacuum]].   (10)

Here the field is taken to stay close to its vacuum state, and ρ(t−τ) has been replaced by ρ(t). The replacement requires that the atoms change little during the memory time of the field. Both Γ and the exchange coupling found below must therefore be much smaller than ω₀ and than c/R. At R = λ, ΓR/c is 7 × 10⁻⁸.

Write Xⱼ = σⱼ + σⱼ† and Cᵢⱼ(τ) = ⟨E_z(rᵢ,τ)E_z(rⱼ,0)⟩. The double commutator has four terms, two of which are the Hermitian conjugates of the others:

dρ/dt = −d² Σᵢⱼ ∫₀^∞ dτ Cᵢⱼ(τ)[Xᵢ(t)Xⱼ(t−τ)ρ − Xⱼ(t−τ)ρXᵢ(t)] + h.c.   (11)

Terms that rotate as e^{±2iω₀t} average out when Γ and the exchange coupling found below are both much smaller than ω₀. The remaining products contain σᵢ†σⱼ with the factor e^{iω₀τ}, and σᵢσⱼ† with e^{−iω₀τ}. Let γᵢⱼ(ω) = Γ(ω/ω₀)³Fᵢⱼ(ω) denote d² times the spectrum (4), with Fᵢᵢ = 1. Using ∫₀^∞dτ e^{i(ω₀−ω)τ} = πδ(ω₀−ω) + iP/(ω₀−ω), where P marks the principal value, one finds

d²∫₀^∞ dτ e^{iω₀τ}Cᵢⱼ(τ) = γᵢⱼ(ω₀)/2 + iP∫₀^∞ (dω/2π) γᵢⱼ(ω)/(ω₀−ω).   (12)

With e^{−iω₀τ} the real part is absent, and the denominator is −(ω₀+ω). In (11) the imaginary parts cancel from the terms with ρ in the middle, since γᵢⱼ = γⱼᵢ. They leave a commutator with a Hamiltonian. The real parts add to their conjugates. The result is

dρ/dt = −i[H,ρ] + Σᵢⱼ Γᵢⱼ(σⱼρσᵢ† − ½σᵢ†σⱼρ − ½ρσᵢ†σⱼ),   (13)

Γᵢᵢ = Γ,  Γᵢⱼ = ΓF(kRᵢⱼ),  H = Σ_{i≠j} Vᵢⱼσᵢ†σⱼ,  k = ω₀/c.   (14)

The terms with i = j in the Hamiltonian shift the levels of single atoms and are included in ω₀. For i ≠ j the two denominators add to 1/(ω₀−ω) − 1/(ω₀+ω) = −2ω/(ω²−ω₀²). With y = ωR/c, and x = kR from here on, the exchange coupling is

V/Γ = −(1/πx³) P∫₀^∞ dy y⁴F(y)/(y²−x²).   (15)

From (8), y⁴F = (3/2)[p y³ sin y + q(y² cos y − y sin y)]. Contour integration gives P∫e^{iy}dy/(y−x) = iπe^{ix} over the whole real line. Partial fractions and a division by two for the half line then yield P∫₀^∞ y sin y/(y²−x²)dy = (π/2)cos x and P∫₀^∞ cos y/(y²−x²)dy = −(π/2x)sin x. The extra powers are removed with y² = (y²−x²) + x². The leftover integrals of y sin y and cos y vanish when a smooth cutoff is applied at high frequency and then removed. The integral in (15) is thus (3π/4)[p x² cos x − q(x sin x + cos x)], and

V/Γ = −(3/4)[p cos x/x − q(sin x/x² + cos x/x³)].   (16)

Direct evaluation of (15) was tested against this formula. As x → 0, (5) gives

V → (3Γ/4)q/x³ = d²(1 − 3cos²θ)/R³,   (17)

the electrostatic energy of two parallel dipoles, as it must be.

**The two rates.** For two atoms, let σ± = (σ₁ ± σ₂)/√2 and Γ₁₂ = ΓF. The cross terms in Γ₊σ₊†σ₊ + Γ₋σ₋†σ₋ carry (Γ₊ − Γ₋)/2, which must equal ΓF, while (Γ₊ + Γ₋)/2 must equal Γ. Equation (13) therefore separates into two decay channels with

Γ± = Γ[1 ± F(kR)].   (18)

The states |±⟩ = (|eg⟩ ± |ge⟩)/√2 obey σ±|±⟩ = |gg⟩ and σ∓|±⟩ = 0, so each decays through its own channel. In terms of modes, the emission amplitudes of the two atoms differ by a phase k·R, and |±⟩ emits into a given mode with weight 1 ± cos(k·R). F is the average of this cosine over the dipole pattern. The exchange Hamiltonian has the same eigenstates, with energies ±V, so it splits |±⟩ without changing their rates.

The exponential decay was tested separately by coupling |±⟩ to a discretized continuum at x = 1, for dipoles perpendicular to R, with Γ = 10⁻³ω₀ and mode frequencies within 10% of ω₀. After the times 1/Γ₊ and 1/Γ₋, the surviving populations are 0.370 and 0.368, against e⁻¹ = 0.368.

For dipoles perpendicular to R at R = λ/20, x = 0.314 and F = 0.980. Then Γ₊ = 1.980 Γ and Γ₋ = 0.0196 Γ, and the slow state lives 41.5 ns/0.0196 = 2.1 μs. Equation (9) gives almost the same slow rate, x²/5 = 0.0197. The exchange is V = 23.1 Γ, far larger than either rate. At R = λ/2, F = −0.152, and the antisymmetric state decays faster. The label "superradiant" thus belongs to the sign of F as well as to the symmetry of the state.

**Two excited atoms.** From |ee⟩, each channel σ± leads to |±⟩ at the rate Γ±. With P for the populations,

dP_ee/dt = −2ΓP_ee,  dP±/dt = Γ±P_ee − Γ±P±.   (19)

The first equation gives P_ee = e^{−2Γt}. Multiplying the second by e^{Γ±t} and using 2Γ − Γ± = Γ∓ gives

P± = (Γ±/Γ∓)(e^{−Γ±t} − e^{−2Γt}).   (20)

These populations agree with full evolution of (13), including V. The photon rate is I = 2ΓP_ee + Γ₊P₊ + Γ₋P₋. Differentiating and using Γ₊² + Γ₋² = 2Γ²(1 + F²) gives

dI/dt = −2Γ²(1 − F²)P_ee − Γ₊²P₊ − Γ₋²P₋ ≤ 0.   (21)

Two initially excited atoms never brighten, however close they are. The second photon can come faster than from a lone atom, but this does not make up for the loss of the first excitation.

## 2. The Dicke ladder and its burst

From the first half we take the single-atom rate Γ, the pair rates Γᵢⱼ = ΓF(kRᵢⱼ) with Γᵢᵢ = Γ, and the exchange couplings Vᵢⱼ. The lowering operator of atom j is σⱼ. The density matrix of N atoms obeys (13), whose derivation did not depend on the number of atoms. The field must still respond quickly: for a sample of size ℓ whose collective rate is of order NΓ, this requires NΓℓ/c ≪ 1 and NΓ ≪ ω₀. With N = 100 and ℓ = λ, the first ratio is 7 × 10⁻⁶. The exchange energies, which can exceed NΓ in a dense sample, must also be much smaller than c/ℓ and ω₀.

**When the light first grows.** The photon rate is the expectation value of

A = Σᵢⱼ Γᵢⱼσᵢ†σⱼ,   (22)

because (13) removes excitations at the rate ⟨A⟩. Start with all atoms excited, in the state |E⟩. The exchange Hamiltonian gives H|E⟩ = 0, since no atom can accept another excitation. Equation (13) then gives

dI/dt|₀ = Σᵢⱼ Γᵢⱼ⟨E|σᵢ†Aσⱼ|E⟩ − ⟨E|A²|E⟩.   (23)

In A|E⟩ the terms with i ≠ j vanish, which leaves A|E⟩ = NΓ|E⟩, so the last term is −N²Γ². The state σⱼ|E⟩ has atom j alone in its ground state. For i = j the matrix element of A counts the other excited atoms and equals (N−1)Γ. For i ≠ j, A must excite atom j and de-excite atom i, which gives Γᵢⱼ. Therefore

dI/dt|₀ = N(N−1)Γ² + Σ_{i≠j}Γᵢⱼ² − N²Γ² = Σ_{i≠j}Γᵢⱼ² − NΓ².   (24)

The negative term is the loss of excited atoms, and the positive one is the correlation that the first photon leaves behind. It contains Γᵢⱼ², so the sign of F does not matter here. If every pair rate equals Γ, the slope is N(N−1)Γ² − NΓ² = N(N−2)Γ². It is zero for two atoms, in agreement with (21) at F = 1, and positive for N > 2.

**The ladder.** Suppose now that Γᵢⱼ = Γ for all pairs. With S = Σⱼσⱼ, the dissipative part of (13) has the single jump operator S and the rate Γ. Since S treats all atoms alike, it keeps a symmetric state symmetric. Let |n⟩ be the normalized, equal-weight sum of all states with n atoms in the ground state. It contains B(N,n) terms, where B is the binomial coefficient, each with amplitude B(N,n)^{−1/2}. A given configuration with n+1 ground-state atoms can be reached from n+1 configurations, one for each atom that may have just decayed. Therefore

S|n⟩ = (n+1)[B(N,n+1)/B(N,n)]^{1/2}|n+1⟩.   (25)

The ratio of binomials is (N−n)/(n+1). Squaring the amplitude gives the emission rate after n photons:

rₙ = Γ(N−n)(n+1).   (26)

At the top, r₀ = NΓ, as for independent atoms. On the last rung, r_{N−1} = NΓ as well: one excitation shared symmetrically among N atoms decays N times faster than in one atom. In the middle the rate is close to N²Γ/4.

The origin of this square is visible in Γ⟨S†S⟩. The N−n excited atoms contribute Γ(N−n) by themselves, and the remaining Γ(N−n)n comes from the pair terms ⟨σᵢ†σⱼ⟩. The mean dipole ⟨σⱼ⟩ is zero in every state |n⟩. The atoms radiate together because their dipoles are correlated with each other, although no individual dipole has a definite phase.

**What the exchange does.** Equal pair rates are not enough to keep the atoms on the ladder. If all Vᵢⱼ equal V, then

H = V(S†S − Σⱼσⱼ†σⱼ),  H|n⟩ = V(N−n)n|n⟩.   (27)

The exchange then gives each rung an energy and leaves its rate unchanged. When the Vᵢⱼ differ, |n⟩ is in general not an eigenstate of H. In a line of four atoms spaced by λ/20, with dipoles perpendicular to the line, the couplings to atoms one, two and three places away are 23.08, 2.60 and 0.74 Γ. Take |1⟩, in which one of the four atoms has decayed. The amplitude with an end atom in the ground state is fed by couplings that add to 23.08 + 2.60 + 0.74 = 26.42 Γ. For an inner atom the sum is 2(23.08) + 2.60 = 48.76 Γ. The amplitudes therefore do not stay equal, and part of the state leaves the symmetric ladder.

That part emits more slowly. Regard each atom as a spin one half and call the total spin J, with projection M = N/2 − n. Then

S†S = J(J+1) − M² + M   (28)

on a state with definite J and M. The symmetric states have the largest spin, J = N/2, and (28) then reproduces (26). At the same n, any smaller J gives a lower rate.

Full density-matrix evolution for the four atoms, with all Γᵢⱼ held at Γ to isolate this effect, shows a peak of 4.86 Γ when the exchange is equal for all pairs, the same as on the ideal ladder. With the unequal exchange of the chain it is 4.60 Γ, lower by about 5%. The initial slope is the same in both cases, because (24) does not contain V. The reduction caused by the exchange alone is modest for these four atoms. The actual pair rates of the chain, 0.98, 0.92 and 0.83 Γ by (8), are below Γ and lower the peak further, to about 4.5 Γ. This calculation does not say how large the reduction is for many atoms.

Small separation thus makes the pair rates equal but, through (17), makes the differences in exchange large. Three atoms in an equilateral triangle, with dipoles perpendicular to its plane, have equal couplings by symmetry. For large N the ladder is an idealized model in which equal couplings are assumed, and the results below refer to that model.

**The burst without fluctuations.** Let Pₙ be the probability that n photons have been emitted. On the ladder,

dPₙ/dt = r_{n−1}P_{n−1} − rₙPₙ,  I = Σₙ rₙPₙ.   (29)

The mean of n grows at the rate I. As a first estimate, ignore the spread of n and use dn/dt = rₙ with n continuous. Set m = n − (N−1)/2 and a = (N+1)/2. Then N−n = a−m and n+1 = a+m, so

dm/dt = Γ(a² − m²),  m = a tanh[aΓ(t−t₀)].   (30)

At t = 0, m = −(N−1)/2, which requires tanh(aΓt₀) = (N−1)/(N+1). The inverse hyperbolic tangent of this number is ½ln[(2N)/2] = ½ln N. Differentiating m then gives the photon rate:

I = [Γ(N+1)²/4] sech²[Γ(N+1)(t−t₀)/2],  t₀ = ln N/[Γ(N+1)].   (31)

The rate falls to half its peak when the hyperbolic cosine equals √2. The full width is therefore 4 arcosh(√2)/[Γ(N+1)] = 3.53/[Γ(N+1)]. For N = 100 the peak is 101²/4 ≈ 2550 Γ, the width is 1.45 ns and the delay is 1.89 ns.

The solution of (29) for N = 100 has a peak of 1973 Γ, a width of 1.92 ns and a delay of 2.02 ns. The peak estimated by (31) is too high by about 29% of the ladder value, while the estimated width and delay are too small. The relative errors in peak and width do not disappear at large N, because the first few photons are emitted at random times and the collective growth amplifies their randomness. The relative error in the delay does vanish, but only as slowly as 1/ln N.

**The random start.** While n ≪ N, the rate (26) is NΓ(n+1). Put κ = n+1 and T = NΓt. The number κ starts at one and increases by one at the rate κ per unit of T:

dP_κ/dT = (κ−1)P_{κ−1} − κP_κ.   (32)

The solution is P_κ = w(1−w)^{κ−1} with w = e^{−T}. To check it, use dw/dT = −w. The left side becomes w(1−w)^{κ−2}[−(1−w) + (κ−1)w], and the right side is w(1−w)^{κ−2}[(κ−1) − κ(1−w)]. Both brackets equal κw − 1. At T = 0, w = 1 and κ = 1 with certainty, as required.

The probability that κ exceeds an integer K is (1−w)^K. With K close to ξ₀e^T, this tends to e^{−ξ₀} as T grows. Thus

n ≈ ξe^{NΓt},  1 ≪ n ≪ N,   (33)

where ξ has the probability density e^{−ξ}. In a single run ξ settles to a fixed value. Once κ is large, it grows like κ independent copies of the process, and the relative scatter added afterwards is of order κ^{−1/2}. For N ≫ 1 there is a wide range in which n is large enough for this and still much smaller than N.

From there on the growth is deterministic, with dn/dt = Γn(N−n). Since 1/[n(N−n)] = (1/N)[1/n + 1/(N−n)], its solution has n/(N−n) proportional to e^{NΓt}, and (33) fixes the constant:

n/(N−n) = ξ/u,  u = Ne^{−NΓt}.   (34)

Hence n/N = ξ/(u+ξ) and (N−n)/N = u/(u+ξ). Near the end few excited atoms are left and their number fluctuates, but there rₙ ≈ NΓ(N−n) is linear in N−n, so the mean is still correct. The rate in a run with a given ξ is

I_ξ = N²Γ ξu/(u+ξ)².   (35)

Its maximum, N²Γ/4, lies at u = ξ, that is at the time (ln N − ln ξ)/(NΓ). Every run has the same smooth profile in this limit, displaced by its own delay.

**The mean burst.** Averaging (35) over ξ gives I = N²ΓG(u), with

G(u) = u∫₀^∞ dξ e^{−ξ} ξ/(u+ξ)².   (36)

Write ξ/(u+ξ)² = 1/(u+ξ) − u/(u+ξ)². The first term integrates to e^uE₁(u), where E₁(u) = ∫ᵤ^∞ ds e^{−s}/s. Integration by parts gives ∫₀^∞dξ e^{−ξ}/(u+ξ)² = 1/u − e^uE₁(u). Therefore

G(u) = u[(1+u)e^uE₁(u) − 1].   (37)

At t = 0, u = N is large and (36) reduces to G = 1/u. The photon rate is then N²Γ/N = NΓ, the correct starting value. The number of photons also comes out right. Here dt = −du/(NΓu), and u falls from N to zero. For N ≫ ξ the limit N can be replaced by infinity, so the time integral of (35) is N∫₀^∞ξdu/(u+ξ)² = N for every fixed ξ.

The maximum of G is 0.196, at u = 0.719, and G falls to half of this at two values of u whose logarithms differ by 4.60. With NΓt = ln N − ln u, the mean burst for large N has

height 0.196 N²Γ,  width 4.60/(NΓ),  delay (ln N + 0.33)/(NΓ).   (38)

The height grows as N² and the width shrinks as 1/N, so their product grows as N, the number of photons available. The delay contains an additional ln N, the time needed for exponential growth from one photon to a number of order N.

The difference from 1/4 comes from the spread in delay. The waiting time on rung n is exponentially distributed and has variance 1/rₙ². For large N, the sum over the early rungs is

Σₙ 1/[NΓ(n+1)]² = π²/(6N²Γ²),   (39)

a standard deviation of 1.28/(NΓ). For N = 800, the waiting times up to the emission of half the photons give 1.29/(NΓ). This is comparable with the width of a single run, 3.53/(NΓ) by (31). Averaging displaced copies of one profile lowers the peak from 0.25 to 0.196 N²Γ and broadens it from 3.53 to 4.60/(NΓ).

Solutions of (29) approach this law. The peak divided by N²Γ is 0.206 for N = 25, 0.197 for N = 100 and 0.196 for N = 800. The width times NΓ is 4.58, 4.62 and 4.61 for the same N. It first rises above the limit and then comes back towards it, so its approach is not monotonic. At N = 800, height and width were both tested to lie within 2% of (38).

**The hundred atoms again.** For N = 100 the ladder peak is 0.1973 × 100² = 1973 Γ. Multiplied by Γ = 2.41 × 10⁷ s⁻¹, this is 4.75 × 10¹⁰ photons per second. Independent atoms emit at most NΓ = 2.41 × 10⁹ per second, at t = 0. The gain of twenty is 0.197 N. The width is 4.62 × 41.5 ns/100 = 1.92 ns, and the delay is 4.86 × 41.5 ns/100 = 2.02 ns. These values describe the mean burst, obtained by averaging the emission over many runs of the ideal ladder. They leave out motion, other decay channels and unequal couplings. For a real dense sample, the exchange differences described after (27) would have to be calculated before such a burst could be predicted. The remaining values for other separations and atom numbers are in the numerical output.

Numbers as computed

```
transition energy omega0 = 0.1 Ry
matrix element z = 3.0 a0
speed of light c = 274.072 Rydberg units
wavelength = 17220.5 a0 = 911.3 nm
Gamma = 1.1658e-09 Ry/hbar = 2.4098e+07 1/s
single-atom lifetime = 41.50 ns
box mode sum: Gamma_box/Gamma = 1.0027
Gamma R/c at R = wavelength: 7.32e-08
dipoles perpendicular to R (rates and exchange V in Gamma):
  R/lambda=0.05 F=+0.9804 G+=1.9804 G-=0.0196 V=+23.0825
  R/lambda=0.10 F=+0.9227 G+=1.9227 G-=0.0773 V=+2.5971
  R/lambda=0.25 F=+0.5679 G+=1.5679 G-=0.4321 V=+0.3040
  R/lambda=0.50 F=-0.1520 G+=0.8480 G-=1.1520 V=+0.2145
  R/lambda=1.00 F=+0.0380 G+=1.0380 G-=0.9620 V=-0.1163
dipoles parallel to R:
  R/lambda=0.05 F=+0.9902 G+=1.9902 G-=0.0098 V=-50.7060
  R/lambda=0.10 F=+0.9611 G+=1.9611 G-=0.0389 V=-7.1256
  R/lambda=0.25 F=+0.7740 G+=1.7740 G-=0.2260 V=-0.6079
  R/lambda=0.50 F=+0.3040 G+=1.3040 G-=0.6960 V=+0.0484
  R/lambda=1.00 F=-0.0760 G+=0.9240 G-=1.0760 V=-0.0060
slow-state lifetime, perpendicular, R=lambda/20: 2.113 us
continuum test, survival at 1/G+ and 1/G-: 0.3700, 0.3681; exp(-1) = 0.3679
four atoms, all pair rates equal to Gamma:
  initial intensity = 4.000 Gamma
  peak, equal exchange = 4.857 Gamma
  peak, chain exchange at lambda/20 = 4.596 Gamma
  chain V, neighbours 1,2,3 apart = 23.083, 2.597, 0.742 Gamma
ladder: peak/(N^2 Gamma), N Gamma*FWHM, N Gamma*t_peak:
  N=25: 0.2055, 4.578, 3.30
  N=100: 0.1973, 4.621, 4.86
  N=400: 0.1959, 4.613, 6.30
  N=800: 0.1958, 4.610, 7.00
large-N limit: height 0.1957, width 4.603, delay ln N + 0.330
u at the peak = 0.7191
delay spread N Gamma*sd: N=800 1.2875, limit 1.2825
N=100 burst: peak = 1972.6 Gamma = 4.753e+10 photons/s
N=100 FWHM = 1.918 ns
N=100 delay = 2.017 ns
N=100 without fluctuations: peak = 2550.2 Gamma
  FWHM = 1.449 ns, delay = 1.892 ns
100 independent atoms: peak = 2.410e+09 photons/s
```
